# Bond Spin Currents and Exchange Torque in a Non-Collinear Chain, part 1

(Sections cited here and not found follow in the second part.)

## First half: the local spin balance

### A spin current that does not come out as it went in

A magnetic layer of 15 atoms sits in a one-dimensional model conductor. Its moments are tilted by 60° from those of a magnetic lead on its left. A bias of 0.1 mV drives a charge current of 4.59 nA, the same at every bond. The bias also drives a spin current, a vector with components along $x$, $y$ and $z$. A spin current that flows even without bias is left out here and treated in the second half. With the site energies held fixed, the part driven by the bias enters the layer as

$$(1.93,\;3.91,\;2.17)\ \mu\text{eV}$$

and leaves it as

$$(2.13,\;-0.30,\;1.82)\ \mu\text{eV}.$$

No process in the model relaxes spin by scattering, and yet most of the $y$ component is gone. The component along the layer's own moments, whose direction is $m=(\sin60^\circ,0,\cos60^\circ)$, is 2.75 µeV on both sides. What is missing must therefore be perpendicular to $m$. These notes derive where it goes: the exchange field turns the electron spins, and the moments that produce this field take up the opposite torque. The equality holds site by site.

In the formulas $\hbar=1$ and spin is counted in units of $\hbar$. A spin current or a torque is then an energy; dividing it by $\hbar$ gives the number of spin units transferred per unit time.

### The model

Let $c_n=(c_{n\uparrow},c_{n\downarrow})^T$ hold the two annihilation operators of site $n$. The Hamiltonian is

$$H=\sum_n c_n^\dagger h_{nn}c_n-\sum_n t_n\left(c_{n+1}^\dagger c_n+c_n^\dagger c_{n+1}\right),$$

$$h_{nn}=\varepsilon_n+\tfrac12 B_n\cdot\sigma .$$

Here $\sigma=(\sigma_x,\sigma_y,\sigma_z)$ are the Pauli matrices and $t_n$ is a real number multiplying the unit matrix in spin space. The absence of spin-orbit coupling enters in this last property. The field $B_n$ is an energy and may point in a different direction on each site. It is held fixed in time. For a moment along the unit vector $m_n$ with exchange splitting $\Delta_n>0$,

$$B_n=-\Delta_n m_n .$$

The sign makes an electron spin parallel to $m_n$ lower in energy: the levels are $\varepsilon_n\mp\Delta_n/2$ for spin parallel and antiparallel to $m_n$.

### Density matrix and lesser function

The lesser function and the density matrix are defined by

$$G^<_{m\alpha,n\beta}(t,t')=i\langle c^\dagger_{n\beta}(t')c_{m\alpha}(t)\rangle,$$

$$\rho_{m\alpha,n\beta}=\langle c^\dagger_{n\beta}c_{m\alpha}\rangle .$$

At equal times $G^<=i\rho$. In a steady state $G^<$ depends on $t-t'$ alone, so its equal-time value is $\int dE\,G^<(E)/2\pi$, and

$$\rho=\int\frac{dE}{2\pi i}\,G^<(E).\tag{1}$$

The order of the indices matters below. For a $2\times2$ matrix $M$,

$$\langle c_m^\dagger Mc_n\rangle=\sum_{\alpha\beta}M_{\alpha\beta}\langle c^\dagger_{m\alpha}c_{n\beta}\rangle=\sum_{\alpha\beta}M_{\alpha\beta}\,\rho_{n\beta,m\alpha}=\mathrm{Tr}[M\rho_{nm}].\tag{2}$$

The operator with $c^\dagger$ on site $m$ is thus paired with the block $\rho_{nm}$. The site spin is $s_n=\langle S_n\rangle$ with $S_n=\tfrac12c_n^\dagger\sigma c_n$, so that $s_n=\tfrac12\mathrm{Tr}[\sigma\rho_{nn}]$.

### Equation of motion of the site spin

For any one-body term, let $i,j,k$ stand for site and spin together. The anticommutator $c_kc_i^\dagger=\delta_{ik}-c_i^\dagger c_k$ gives

$$c_kc_i^\dagger c_j=\delta_{ik}c_j-c_i^\dagger c_kc_j=\delta_{ik}c_j+c_i^\dagger c_jc_k ,$$

and therefore $[c_i^\dagger c_j,c_k]=-\delta_{ik}c_j$. The Heisenberg equation $\dot c=i[H,c]$ becomes

$$\dot c_n=-i\left(h_{nn}c_n-t_{n-1}c_{n-1}-t_nc_{n+1}\right),$$

with the adjoint

$$\dot c_n^\dagger=i\left(c_n^\dagger h_{nn}-t_{n-1}c_{n-1}^\dagger-t_nc_{n+1}^\dagger\right).$$

Both go into $\dot S_n=\tfrac12(\dot c_n^\dagger\sigma c_n+c_n^\dagger\sigma\dot c_n)$. The on-site terms combine to

$$\tfrac i2\,c_n^\dagger[h_{nn},\sigma_a]c_n .$$

The part $\varepsilon_n$ commutes with $\sigma_a$. For the rest, $[\sigma_b,\sigma_a]=2i\epsilon_{bac}\sigma_c$, and repeated indices are summed:

$$\tfrac i2\cdot\tfrac12B_b\cdot2i\epsilon_{bac}\,\sigma_c=-\tfrac12\epsilon_{bac}B_b\sigma_c=\tfrac12\epsilon_{abc}B_b\sigma_c .$$

This is component $a$ of $B_n\times S_n$ once it stands between $c_n^\dagger$ and $c_n$. The spin precesses about the field.

For the hopping terms, let $X_n=c_n^\dagger\sigma c_{n+1}$. Its adjoint, taken for each component, is $X_n^\dagger=c_{n+1}^\dagger\sigma c_n$. The bond to the right of site $n$ contributes

$$\tfrac{i t_n}{2}\left(X_n-X_n^\dagger\right),$$

and the bond to the left contributes

$$\tfrac{i t_{n-1}}{2}\left(X_{n-1}^\dagger-X_{n-1}\right).$$

Here the scalar character of $t_n$ is used: it lets $\sigma$ pass the hopping without change, so the two expressions have the same form with opposite sign. What one site loses through a bond, the other gains. This allows the definition of one operator per bond, the spin current from $n$ to $n+1$,

$$\hat J_n=\frac{t_n}{2i}\left(X_n-X_n^\dagger\right).\tag{3}$$

Since $1/i=-i$, the right bond contributes $-\hat J_n$ and the left bond $+\hat J_{n-1}$. Thus

$$\dot S_n=\hat J_{n-1}-\hat J_n+B_n\times S_n .\tag{4}$$

Equation (4) is an operator identity. It also survives a Hubbard repulsion $Un_{n\uparrow}n_{n\downarrow}$. The product $n_{n\uparrow}n_{n\downarrow}$ projects on the doubly occupied site. That state has zero spin, and $S_n$ does not change the number of electrons on the site, so $S_n n_{n\uparrow}n_{n\downarrow}=n_{n\uparrow}n_{n\downarrow}S_n=0$ and the commutator vanishes. The identity was tested by writing all operators as matrices in the 64-dimensional Fock space of three sites, with random fields and hoppings and $U=2.3$ eV. The two sides of (4) on the middle site differ by at most $1.1\times10^{-16}$ eV.

### The bond current from $G^<$

By (2), $\langle X_n\rangle=\mathrm{Tr}[\sigma\rho_{n+1,n}]$ and $\langle X_n^\dagger\rangle=\mathrm{Tr}[\sigma\rho_{n,n+1}]$. The second is the complex conjugate of the first because $\rho$ and $\sigma$ are Hermitian. The mean of (3) is therefore

$$J_n=t_n\,\mathrm{Im}\,\mathrm{Tr}[\sigma\rho_{n+1,n}].\tag{5}$$

Inserting (1) in the unreduced form gives

$$J_n=\frac{t_n}{2i}\int\frac{dE}{2\pi i}\,\mathrm{Tr}\left[\sigma\left(G^<_{n+1,n}-G^<_{n,n+1}\right)\right].$$

The two factors $1/i$ multiply to $-1$, which exchanges the terms:

$$J_n=\int dE\,J_n(E),\qquad J_n(E)=\frac{t_n}{4\pi}\,\mathrm{Tr}\left[\sigma\left(G^<_{n,n+1}-G^<_{n+1,n}\right)\right].\tag{6}$$

A plane wave checks sign and size. Let $\psi_n=Ae^{ikn}\chi$ with a normalized spinor $\chi$ in a uniform chain without a field. Then $\rho_{n+1,n}=|A|^2e^{ik}\chi\chi^\dagger$, and (5) gives

$$J_n=t\sin k\,|A|^2\,\chi^\dagger\sigma\chi=(2t\sin k)\left(\tfrac12|A|^2\chi^\dagger\sigma\chi\right).$$

The first factor is the group velocity of $E=\varepsilon-2t\cos k$ and the second is the spin per site. Replacing $\sigma/2$ by the unit matrix gives the particle current

$$I_n=2t_n\,\mathrm{Im}\,\mathrm{Tr}\,\rho_{n+1,n}.\tag{7}$$

The balance (4) by itself would fix $J_n$ up to a vector that is the same on all bonds. The plane wave removes this freedom.

### The lesser function of an open chain

The device is a finite piece of the chain coupled to semi-infinite leads. Let $h$ be the device matrix, $h_q$ the matrix of lead $q$, and $\tau_q$ the coupling from lead to device. Consider a state that arrives in lead $q$ as the eigenstate $\phi$ of the isolated lead with energy $E$. In the device it has amplitude $\psi$, and in every lead $p$ it acquires an addition $\chi_p$:

$$(E-h)\psi=\tau_q\phi+\sum_{p}\tau_p\chi_p,\qquad (E-h_p)\chi_p=\tau_p^\dagger\psi .$$

The additions must be outgoing waves, so they are obtained with the retarded function of each lead, $\chi_p=g_p^r\tau_p^\dagger\psi$. With

$$\Sigma^r=\sum_p\tau_pg_p^r\tau_p^\dagger,\qquad G^r=(E-h-\Sigma^r)^{-1},$$

the amplitude is $\psi=G^r\tau_q\phi$. Reservoirs are assumed to fill these incoming states without mutual coherence, with occupation $f_q$. Then $\rho=\sum f_q\psi\psi^\dagger$, the sum running over leads and incoming states. Comparison with (1) gives

$$G^<=G^r\Sigma^<G^a,\qquad \Sigma^<=i\sum_qf_q\Gamma_q,\tag{8}$$

where $G^a=(G^r)^\dagger$ and

$$\Gamma_q=2\pi\sum_\phi\delta(E-E_\phi)\,\tau_q\phi\phi^\dagger\tau_q^\dagger=i(\Sigma_q^r-\Sigma_q^a).$$

The last step uses $i(g^r-g^a)=2\pi\sum_\phi\delta(E-E_\phi)\phi\phi^\dagger$.

Equation (8) leaves out bound states, which no lead can fill. They have to be added to $\rho$ with an occupation of their own. A filled bound state of definite energy is stationary and obeys the mean of (4) with $\dot s_n=0$. A coherent superposition of bound states with different energies oscillates in time and is not a steady state.

The lesser function was compared with scattering states found by matching waves in the leads to the amplitudes in the device. The case was a ten-site chain with random fields, at $E=0.1$ eV, filled from the left. The density matrices per unit energy differ by at most $5.5\times10^{-16}$ eV$^{-1}$.

### The balance at each energy

The mean of (4) in a steady state is already the wanted result. The Dyson equation gives more: the balance holds separately at each energy, and one sees what a self-energy does to it.

From $(E-h-\Sigma^r)G^r=1$ and (8),

$$(E-h)G^<=\Sigma^rG^<+\Sigma^<G^a .$$

From $G^a(E-h-\Sigma^a)=1$ and (8),

$$G^<(E-h)=G^<\Sigma^a+G^r\Sigma^< .$$

Subtract the first from the second. The terms with $E$ cancel, and

$$[h,G^<]=-C,\qquad C=\Sigma^rG^<+\Sigma^<G^a-G^<\Sigma^a-G^r\Sigma^< .\tag{9}$$

Take the block $(n,n)$. Since $h$ couples neighbours with $-t_n$,

$$[h,G^<]_{nn}=[h_{nn},G^<_{nn}]-t_{n-1}\left(G^<_{n-1,n}-G^<_{n,n-1}\right)-t_n\left(G^<_{n+1,n}-G^<_{n,n+1}\right).$$

Multiply by $\sigma_a$, take the trace, and multiply by $-1/4\pi$. This factor is the product of $-i$ from the equation of motion, $\tfrac12$ from the spin, and $1/2\pi i$ from (1). By (6), the second term becomes $+J_{n-1}(E)$ and the third becomes $-J_n(E)$. In the first term the cyclic property of the trace moves the commutator onto the Pauli matrices:

$$-\frac1{4\pi}\cdot\frac{B_b}2\,\mathrm{Tr}\left([\sigma_a,\sigma_b]G^<_{nn}\right)=-\frac{i}{4\pi}\,\epsilon_{abc}B_b\,\mathrm{Tr}[\sigma_cG^<_{nn}].$$

The spin per unit energy is $s_n(E)=\mathrm{Tr}[\sigma G^<_{nn}]/4\pi i$, so $\mathrm{Tr}[\sigma_cG^<_{nn}]=4\pi i\,s_{n,c}(E)$. The prefactor becomes $-i\cdot i=1$, and the term is $(B_n\times s_n(E))_a$. Altogether

$$J_{n-1}(E)-J_n(E)+B_n\times s_n(E)-\frac1{4\pi}\mathrm{Tr}[\sigma C_{nn}]=0 .\tag{10}$$

The lead self-energies act on the two end sites alone. For any other site, row $n$ and column $n$ of each $\Sigma$ are zero, and each of the four terms of $C_{nn}$ contains such a row or column. Hence $C_{nn}=0$ and

$$J_n(E)-J_{n-1}(E)=B_n\times s_n(E).\tag{11}$$

Integration over energy gives the same relation for the full $J_n$ and $s_n$. The divergence of the spin current equals the exchange torque on the electrons. The occupations $f_q$ were not used, so (11) holds with and without bias, and beyond linear response as long as the field is a fixed one.

For the random ten-site chain between two magnetic leads of different direction, with occupations 0.8 and 0.3, (11) was tested at three energies. The largest torque component per unit energy is 0.072, and the two sides differ by at most $4.5\times10^{-17}$.

## Second half: contacts, failures and a spin valve

### Symbols and results carried over

Site $n$ has the field $B_n=-\Delta_nm_n$ and spin $s_n=\tfrac12\mathrm{Tr}[\sigma\rho_{nn}]$, with $\rho=\int dE\,G^</2\pi i$. The bond spin current is $J_n=t_n\,\mathrm{Im}\,\mathrm{Tr}[\sigma\rho_{n+1,n}]$, positive to the right. With $C=\Sigma^rG^<+\Sigma^<G^a-G^<\Sigma^a-G^r\Sigma^<$, the balance (10) reads $J_{n-1}-J_n+B_n\times s_n=\mathrm{Tr}[\sigma C_{nn}]/4\pi$ at each energy. The right side vanishes on sites without a self-energy.

### The contact current

On the first site there is no bond $J_0$ inside the device. Its place is taken by the term with $C$, which is the spin current from the left lead:

$$J_{L\to1}=-\frac1{4\pi}\int dE\,\mathrm{Tr}[\sigma C_{11}].\tag{12}$$

For a uniform lead the self-energy is simple. An outgoing wave changes by $e^{ik}$ per site away from the device, so the lead site next to the device acts on it through $-te^{ik}$. Thus $\Sigma^r=-te^{ik}$ for each spin direction along the lead's field, with $k$ taken from that direction's band. Formula (12) was compared, at one energy of the random chain, with the ordinary bond current after one lead site had been made part of the device. The difference is $1.8\times10^{-16}$.

### What breaks the balance and what does not

**Broadening.** Suppose a small $i\eta$ is added to the energy on all device sites. This is a self-energy $\Sigma^r=-i\eta$, $\Sigma^a=+i\eta$ without a matching $\Sigma^<$. On an interior site $C_{nn}=-2i\eta G^<_{nn}$, and with $\mathrm{Tr}[\sigma G^<_{nn}]=4\pi i\,s_n(E)$,

$$\frac1{4\pi}\mathrm{Tr}[\sigma C_{nn}]=\frac{-2i\eta}{4\pi}\,4\pi i\,s_n(E)=2\eta\,s_n(E).$$

Therefore

$$J_n(E)-J_{n-1}(E)=B_n\times s_n(E)-2\eta\,s_n(E).$$

Electrons leak out at the rate $2\eta$ and take their spin with them. For $\eta=0.05$ eV in the random chain the largest defect per unit energy is 0.0022, and it agrees with $-2\eta s_n$ to $2.7\times10^{-17}$.

In a steady state with scalar hopping, the change of the spin current across an interior site equals the exchange torque on its electrons at each energy, and a broadening without a matching lesser self-energy breaks this balance. It remains to examine disorder, spin-dependent hopping and transients, and then to find the torque on the moments, the spin current without bias and the values for a spin valve.
